**Ideal-diode maximum power point and the accuracy of Green's fill-factor formula**

For $J=J_L-J_0(e^{V/V_t}-1)$, the program tests $V_m=V_t(w-1)$ and $FF=(w-1)^2/[wv(1-e^{-v})]$. Here $V_t=nkT/q$, $v=V_{oc}/V_t$ and $w=W(e^{1+v})$, with $W$ the principal Lambert function. It asserts that these formulas agree with direct numerical maximization of the power, for the worked cell and for ten values of $v$ from 1 to 100. It also asserts that the load resistance at maximum power equals the differential resistance obtained by finite differences. For Green's formula $(v-\ln(v+0.72))/(v+1)$, it asserts an absolute error below $2\times10^{-4}$ on a grid from $v=10$ to $10^4$. The output puts the largest error, $1.89\times10^{-4}$, at $v=10$ and a change of sign at $v=12.99$. High-precision solutions at $v=10^3$, $10^4$ and $10^5$ test the large-$v$ expansion of the error for the constants 0.72 and 1. The worked cell has a fill factor of 0.84434, against 0.84442 from Green's formula.

## Program and output

```python
# Result under test: the maximum power point of an ideal-diode solar cell,
#   J(V) = JL - J0*(exp(V/Vt) - 1),  Vt = n*k*T/q,
# lies at V = Vt*(w - 1), where w = W(exp(1 + v)), v = Voc/Vt, and
#   FF = (w - 1)^2 / (w*v*(1 - exp(-v))).
# Green's approximation (v - ln(v + b))/(v + 1), b = 0.72, is tested against it.
# JL: light current density, J0: saturation current density, Voc: open-circuit
# voltage, W: principal Lambert function, FF: fill factor.
# Current densities are in mA/cm^2, voltages in V, power densities in mW/cm^2.
import numpy as np
import mpmath as mp
from scipy.constants import k, e
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw, wrightomega


def lambert_w_of_exp(v):
    """W(exp(1 + v)), evaluated without overflow."""
    return wrightomega(1.0 + v)


def fill_factor(v):
    w = lambert_w_of_exp(v)
    return (w - 1)**2 / (w * v * (-np.expm1(-v)))


def green(v, b=0.72):
    return (v - np.log(v + b)) / (v + 1)


def maximize(function, upper):
    """Direct search for the maximum of a function on [0, upper]."""
    found = minimize_scalar(lambda x: -function(x), bounds=(0.0, upper),
                            method="bounded", options={"xatol": 1e-10})
    assert found.success
    return found.x, -found.fun


# Worked example, treated first directly from the current-voltage curve
T, JL, J0 = 300.0, 40.0, 1e-10
Vt = k * T / e


def current(V, saturation=J0, thermal=Vt):
    return JL - saturation * np.expm1(V / thermal)


Voc_direct = brentq(current, 0.0, 1.0, xtol=1e-14)
Vm_direct, Pm_direct = maximize(lambda V: V * current(V), Voc_direct)

# The same quantities from the derived formulas
v = np.log1p(JL / J0)
Voc = v * Vt
w = lambert_w_of_exp(v)
Vm = Vt * (w - 1)
Jm = J0 * np.exp(v) * (w - 1) / w
Pm = J0 * Vt * np.exp(v) * (w - 1)**2 / w
FF = fill_factor(v)
assert abs(w - lambertw(np.exp(1 + v)).real) < 1e-11
assert abs(Voc - Voc_direct) < 1e-11
assert abs(Vm - Vm_direct) < 1e-6
assert abs(Jm - current(Vm)) < 1e-9
assert abs(Pm - Pm_direct) < 1e-9
assert abs(FF - Pm_direct / (Voc_direct * current(0.0))) < 1e-10

# Load resistance against the differential resistance of the curve
h = 1e-5
R_load = 1000 * Vm / Jm
R_diff = -1000 * 2 * h / (current(Vm + h) - current(Vm - h))
assert abs(R_load / R_diff - 1) < 1e-6

# A cell with ideality factor 2 and the same Jsc and Voc
J0_two = JL / np.expm1(Voc / (2 * Vt))
Vm_two, Pm_two = maximize(
    lambda V: V * current(V, J0_two, 2 * Vt), Voc)
FF_two = Pm_two / (Voc * JL)
assert abs(FF_two - fill_factor(v / 2)) < 1e-10
assert FF_two < FF

# Concavity of the power curve, at a small v where curvature is resolved
u_grid = np.linspace(0.0, 4.0, 201)
assert np.all(np.diff(u_grid * (np.exp(4.0) - np.exp(u_grid)), 2) < 0)

# Dimensionless fill factors by direct maximization
table_v = [1., 2., 5., 10., 15., 20., 25., 30., 40., 100.]
table = []
for x in table_v:
    u_best, ff_best = maximize(
        lambda u: u * (-np.expm1(u - x)) / (x * (-np.expm1(-x))), x)
    assert abs(u_best - (lambert_w_of_exp(x) - 1)) < 1e-5
    assert abs(ff_best - fill_factor(x)) < 1e-10
    table.append((x, ff_best, green(x)))

# Error of Green's formula for v from 10 to 10000
scan = np.geomspace(10.0, 1e4, 100001)
error = green(scan) - fill_factor(scan)
worst = np.argmax(np.abs(error))
top = np.argmax(error)
relative_worst = np.max(np.abs(error / fill_factor(scan)))
assert worst == 0 and abs(error[worst]) < 2e-4
assert 0 < error[top] < 1e-4
v_zero = brentq(lambda x: green(x) - fill_factor(x), 10.0, 15.0)
assert np.all(error[scan < v_zero - 1e-6] < 0)
assert np.all(error[scan > v_zero + 1e-6] > 0)
error_b1 = green(scan, 1.0) - fill_factor(scan)
worst_b1 = np.argmax(np.abs(error_b1))
assert abs(error_b1[worst_b1]) > 5 * abs(error[worst])
assert abs(green(2.0) / fill_factor(2.0) - 1) > 0.05

# Large-v error expansion against high-precision solutions
mp.mp.dps = 40
ratios = []
for b in (mp.mpf("0.72"), mp.mpf(1)):
    for x in (mp.mpf(10)**3, mp.mpf(10)**4, mp.mpf(10)**5):
        l = mp.log(x)
        root = mp.findroot(lambda y: y + mp.log(y) - 1 - x, x - l)
        exact = (root - 1)**2 / (root * x * (1 - mp.exp(-x)))
        difference = (x - mp.log(x + b)) / (x + 1) - exact
        third = -((l**2 + 3) / 2 - b - b**2 / 2)
        ratio = (difference - (1 - b) / x**2) * x**3 / third
        assert abs(ratio - 1) < 2 * l / x
        ratios.append((float(b), float(x), float(ratio)))


def two_terms(x, b=0.72):
    l = np.log(x)
    return (1 - b) / x**2, -((l**2 + 3) / 2 - b - b**2 / 2) / x**3


print(f"Temperature T = {T:.0f} K, ideality factor n = 1")
print(f"Light current density JL = {JL:.1f} mA/cm^2")
print(f"Saturation current density J0 = {J0:.1e} mA/cm^2")
print(f"Thermal voltage Vt = {Vt:.6f} V")
print(f"Reduced open-circuit voltage v = {v:.5f}")
print(f"Open-circuit voltage Voc = {Voc:.5f} V")
print(f"w = W(exp(1+v)) = {w:.5f}, ln w = {np.log(w):.5f}")
print(f"Voltage at maximum power Vm = {Vm:.5f} V")
print(f"Vm by direct search = {Vm_direct:.5f} V")
print(f"Current density at maximum power Jm = {Jm:.4f} mA/cm^2")
print(f"Maximum power density Pm = {Pm:.4f} mW/cm^2")
print(f"Pm by direct search = {Pm_direct:.4f} mW/cm^2")
print(f"Ratios Vm/Voc = {Vm/Voc:.5f}, Jm/Jsc = {Jm/JL:.5f}")
print(f"Fill factor, Lambert = {FF:.6f}")
print(f"Fill factor, Green = {green(v):.6f}")
print(f"Green minus Lambert = {green(v)-FF:.2e}")
print(f"Pm from Green's fill factor = {green(v)*Voc*JL:.4f} mW/cm^2")
print(f"Load resistance Vm/Jm = {R_load:.4f} ohm cm^2")
print(f"Differential resistance = {R_diff:.4f} ohm cm^2")
print(f"n = 2, same Jsc and Voc: J0 = {J0_two:.4e} mA/cm^2")
print(f"n = 2: v = {v/2:.5f}, Vm = {Vm_two:.5f} V")
print(f"n = 2: FF = {FF_two:.6f}, Pm = {Pm_two:.4f} mW/cm^2")
print("v, FF by direct search, FF Green, difference, relative (%)")
for x, ff, approximate in table:
    print(f"{x:5.0f}  {ff:.6f}  {approximate:.6f}  "
          f"{approximate-ff:+.2e}  {100*(approximate/ff-1):+.4f}")
print(f"Scan range of v: {scan[0]:.0f} to {scan[-1]:.0f}")
print(f"Largest absolute error {abs(error[worst]):.3e} "
      f"at v = {scan[worst]:.2f}")
print(f"Largest relative error = {100*relative_worst:.4f} %")
print(f"Error changes sign at v = {v_zero:.3f}")
print(f"Largest positive error {error[top]:.3e} at v = {scan[top]:.1f}")
print(f"With b = 1: largest error {error_b1[worst_b1]:.3e} "
      f"at v = {scan[worst_b1]:.2f}")
print("Error expansion, b = 0.72: v, 1/v^2 term, 1/v^3 term, sum, actual")
for x in (10.0, 25.0, 40.0, 100.0):
    second, third = two_terms(x)
    print(f"{x:5.0f}  {second:+.3e}  {third:+.3e}  "
          f"{second+third:+.3e}  {green(x)-fill_factor(x):+.3e}")
print("Measured over predicted 1/v^3 term: b, v, ratio")
for b, x, ratio in ratios:
    print(f"{b:.2f}  {x:.0f}  {ratio:.6f}")
print("all tests passed")
```

Output:

```
Temperature T = 300 K, ideality factor n = 1
Light current density JL = 40.0 mA/cm^2
Saturation current density J0 = 1.0e-10 mA/cm^2
Thermal voltage Vt = 0.025852 V
Reduced open-circuit voltage v = 26.71473
Open-circuit voltage Voc = 0.69063 V
w = W(exp(1+v)) = 24.51543, ln w = 3.19930
Voltage at maximum power Vm = 0.60792 V
Vm by direct search = 0.60792 V
Current density at maximum power Jm = 38.3684 mA/cm^2
Maximum power density Pm = 23.3249 mW/cm^2
Pm by direct search = 23.3249 mW/cm^2
Ratios Vm/Voc = 0.88024, Jm/Jsc = 0.95921
Fill factor, Lambert = 0.844336
Fill factor, Green = 0.844422
Green minus Lambert = 8.54e-05
Pm from Green's fill factor = 23.3273 mW/cm^2
Load resistance Vm/Jm = 15.8443 ohm cm^2
Differential resistance = 15.8443 ohm cm^2
n = 2, same Jsc and Voc: J0 = 6.3246e-05 mA/cm^2
n = 2: v = 13.35737, Vm = 0.56266 V
n = 2: FF = 0.746142, Pm = 20.6123 mW/cm^2
v, FF by direct search, FF Green, difference, relative (%)
    1  0.315361  0.228838  -8.65e-02  -27.4363
    2  0.382143  0.333123  -4.90e-02  -12.8277
    5  0.547499  0.542672  -4.83e-03  -0.8817
   10  0.693633  0.693444  -1.89e-04  -0.0272
   15  0.765268  0.765317  +4.85e-05  +0.0063
   20  0.807956  0.808043  +8.73e-05  +0.0108
   25  0.836556  0.836644  +8.78e-05  +0.0105
   30  0.857181  0.857261  +7.94e-05  +0.0093
   40  0.885141  0.885202  +6.08e-05  +0.0069
  100  0.944415  0.944432  +1.68e-05  +0.0018
Scan range of v: 10 to 10000
Largest absolute error 1.890e-04 at v = 10.00
Largest relative error = 0.0272 %
Error changes sign at v = 12.987
Largest positive error 8.966e-05 at v = 22.4
With b = 1: largest error -2.533e-03 at v = 10.00
Error expansion, b = 0.72: v, 1/v^2 term, 1/v^3 term, sum, actual
   10  +2.800e-03  -3.172e-03  -3.717e-04  -1.890e-04
   25  +4.480e-04  -3.649e-04  +8.311e-05  +8.783e-05
   40  +1.750e-04  -1.144e-04  +6.055e-05  +6.080e-05
  100  +2.800e-05  -1.112e-05  +1.688e-05  +1.683e-05
Measured over predicted 1/v^3 term: b, v, ratio
0.72  1000  1.001831
0.72  10000  1.000330
0.72  100000  1.000048
1.00  1000  1.001901
1.00  10000  1.000336
1.00  100000  1.000048
all tests passed
```
